# Sheng's fluctuation-induced tunnelling law in granular oxides: two derivations and limits

## The result

Two degenerate oxide grains are separated by a thin barrier. In a model where the voltage across the barrier fluctuates as a classical thermal variable, the junction conductance follows

$$G\propto \exp\left[-\frac{T_1}{T+T_0}\right],\qquad kT_1=\frac{8CV_0^2}{e^2},\qquad T_0=\frac{T_1}{b},\qquad b=\frac{\pi\chi w}{2}, \tag{1}$$

apart from a prefactor that also depends on temperature. Here $V_0$ is the barrier height above the Fermi level, an energy; $w$ is the gap, $C=\epsilon_0\kappa A/w$ the capacitance of the facing area $A$ with edge fields neglected, $\kappa$ the relative permittivity, $m$ the carrier mass, and $\chi=\sqrt{2mV_0}/\hbar$. The charge $e$ is positive and $k$ is Boltzmann's constant.

The law holds below $T_c=V_0/(kb)$, for a parabolic barrier, when

- the voltage $V$ is Gaussian with variance $kT/C$ and static while an electron crosses;
- the crossing electron does not alter $V$;
- transmission is semiclassical.

These are real restrictions. An estimate in the section "When the assumptions agree" shows that the first two are compatible only when the fluctuations change the exponent weakly.

A film of identical junctions, whose grains have a resistance small compared with that of the junctions, has a conductivity proportional to $G$. The form of the law carries over, but $C$ must then be the effective capacitance that sets the voltage variance across one junction in the network. For equipotential grains with continuous classical charges and no stray capacitance this is $2C$ on a square lattice and $3C$ on a simple cubic one, which multiplies $T_1$ and $T_0$ by the same factor.

## The barrier and its action

Let $u=x/w$ run from 0 to 1 across the gap. Energies are measured from the left Fermi level. The unbiased barrier is $4V_0u(1-u)$, which peaks at $V_0$ for $u=1/2$. A voltage $V$ that lowers the right grain adds $-eVu$. With the reduced voltage $\varepsilon=eV/(4V_0)$, the barrier becomes

$$U(u)=4V_0u(1-u)-4V_0\varepsilon u=4V_0u(1-\varepsilon-u).$$

Its top is at $u_c=(1-\varepsilon)/2$, with height $V_0(1-\varepsilon)^2$. The voltage both lowers and narrows the barrier, and at $\varepsilon=1$ the barrier is gone.

An electron of energy $E$ is transmitted with probability $D\approx e^{-S}$, where $S=(2/\hbar)\int\sqrt{2m(U-E)}\,dx$ between the turning points. Completing the square gives

$$U-E=4V_0\left[r^2-(u-u_c)^2\right],\qquad r^2=\frac14\left[(1-\varepsilon)^2-\frac{E}{V_0}\right].$$

The integral of $\sqrt{r^2-y^2}$ from $-r$ to $r$ is the area of a half disc, $\pi r^2/2$. Since $\sqrt{2m\cdot4V_0}/\hbar=2\chi$,

$$S=2w\,(2\chi)\frac{\pi r^2}{2}=2\pi\chi w r^2=b\left[(1-\varepsilon)^2-\frac{E}{V_0}\right]. \tag{2}$$

The action is quadratic in voltage and linear in energy, and both derivations use this. For $E<0$ the left turning point lies outside the gap, and for $E<-4V_0\varepsilon$ the right one does. Equation (2) then assumes that the parabola continues smoothly into the grains. Smoothness matters at higher energies too: an abrupt drop to the band bottoms at the edges of the gap would add reflection that depends on voltage and energy, which $e^{-S}$ leaves out.

Near the barrier top $e^{-S}$ is replaced by the uniform form $D=1/(1+e^{S})$. For the junction treated below, this form was compared with a numerical solution of the Schrödinger equation in which the parabola continues to the band bottoms. The four cases were $(\varepsilon,E)=(0,0)$, $(0.3,0)$, $(0.2,0.03\ \text{eV})$ and $(0.4,0.01\ \text{eV})$. The largest difference in $\ln D$ was 0.013. This agreement holds for the smooth continuation only, which with a Fermi energy of 0.77 eV is about 14.7 nm wide at the band bottoms, three times the gap. If the potential instead drops abruptly to the band bottoms at the edges of the 5 nm gap, $\ln D$ in the same four cases is lower than the uniform form by 0.4, 1.3, 1.8 and 1.0.

## First derivation: the cheapest fluctuation

A capacitor at voltage $V$ stores $CV^2/2$, so its classical probability is proportional to $\exp[-CV^2/(2kT)]$. Inserting $V=4V_0\varepsilon/e$,

$$\frac{CV^2}{2kT}=\frac{16\,CV_0^2\varepsilon^2}{2e^2kT}=\frac{T_1}{T}\,\varepsilon^2\equiv a\varepsilon^2 .$$

Thus $kT_1$ is the electrostatic energy needed to remove the barrier altogether.

Take $\varepsilon\ge0$; the opposite sign describes the mirror process. An electron at $E>0$ costs a further $E/(kT)$, because such states are thinly occupied. Below the barrier top the total exponent is

$$\Phi(\varepsilon,E)=a\varepsilon^2+\frac{E}{kT}+b\left[(1-\varepsilon)^2-\frac{E}{V_0}\right]. \tag{3}$$

Its slope in $E$ is $1/(kT)-b/V_0=1/(kT)-1/(kT_c)$, which is positive for $T<T_c$. Raising the electron energy then costs more than it saves. Going below the Fermi level saves no occupation cost and increases $S$. The best energy is therefore $E=0$.

What remains is $a\varepsilon^2+b(1-\varepsilon)^2$. Setting its derivative $2a\varepsilon-2b(1-\varepsilon)$ to zero gives

$$\varepsilon^*=\frac{b}{a+b}=\frac{1/T_0}{1/T+1/T_0}=\frac{T}{T+T_0},$$

where $a=T_1/T$ and $b=T_1/T_0$. Since $1-\varepsilon^*=a/(a+b)$, the minimum is

$$\Phi^*=\frac{ab^2+ba^2}{(a+b)^2}=\frac{ab}{a+b}=\frac{T_1}{T+T_0}. \tag{4}$$

This is the law.

**Low temperature.** For $T\ll T_0$ the exponent tends to $b$, which describes tunnelling through the undisturbed barrier. The first correction is $-bT/T_0$.

**High temperature.** For $T\gg T_0$ the exponent would tend to $T_1/T$, with $\varepsilon^*$ near 1. Reaching this limit below $T_c$ requires $T_0\ll T_c$. From the definitions, $T_0/T_c=kT_1/V_0$, so flattening the barrier must cost much less than climbing it.

**Above $T_c$.** The slope of (3) in $E$ is now negative, so the electron goes to the barrier top, $E=V_0(1-\varepsilon)^2$, where $S=0$. The exponent becomes $[kT_1\varepsilon^2+V_0(1-\varepsilon)^2]/(kT)$. This is the same minimization with new coefficients, so

$$\Phi^*=\frac{E_a}{kT},\qquad E_a=\frac{kT_1V_0}{kT_1+V_0}.$$

Simple activation replaces equation (4). The two expressions join at $T_c$, where both equal $b\,kT_1/(kT_1+V_0)$.

For the example below, a grid search over voltage and energy gave $T_1/(T+T_0)$ within 0.005 at 50, 100 and 150 K. It gave $E_a/(kT)$ within 0.02 at 250 and 400 K.

## Second derivation: averaging the current

The second route performs the thermal averages in full and so obtains the prefactor. For one transverse channel, with spin included, the current at fixed voltage is

$$I(\varepsilon)=\frac{2e}{h}\int dE\,e^{-S}\left[f(E)-f(E+4V_0\varepsilon)\right],\qquad f(E)=\frac{1}{1+e^{E/kT}}.$$

The second Fermi function belongs to the right grain, whose Fermi level lies at $-eV=-4V_0\varepsilon$.

By (2), the energy enters the transmission as $e^{bE/V_0}=e^{E/kT_c}$. Let $s=T/T_c$ and $z=E/(kT)$. The integral needed is

$$\int e^{E/kT_c}f(E)\,dE=kT\,J,\qquad J=\int_{-\infty}^{\infty}\frac{e^{sz}}{1+e^z}\,dz,$$

which converges for $0<s<1$. To evaluate $J$, close the path along the line $\operatorname{Im}z=2\pi$. There the integrand is multiplied by $e^{2\pi is}$, and the path runs backwards. The enclosed pole at $z=i\pi$ has residue $e^{i\pi s}/e^{i\pi}=-e^{i\pi s}$. Hence

$$(1-e^{2\pi is})J=-2\pi i\,e^{i\pi s}\quad\Rightarrow\quad J=\frac{\pi}{\sin\pi s}.$$

Shifting the energy variable in the second Fermi term multiplies the integral by $e^{-4V_0\varepsilon/kT_c}=e^{-4b\varepsilon}$. Because $(1-\varepsilon)^2+4\varepsilon=(1+\varepsilon)^2$,

$$I=\frac{2e}{h}\frac{\pi kT}{\sin\pi s}\left[e^{-b(1-\varepsilon)^2}-e^{-b(1+\varepsilon)^2}\right]. \tag{5}$$

The current is odd in voltage, as a symmetric junction requires.

Now add a small constant bias to the fluctuating voltage. The linear conductance is the average slope, $G=\langle dI/dV\rangle=(e/4V_0)\langle dI/d\varepsilon\rangle$, taken with $P(\varepsilon)=\sqrt{a/\pi}\,e^{-a\varepsilon^2}$. The derivative of the bracket in (5) is

$$2b(1-\varepsilon)e^{-b(1-\varepsilon)^2}+2b(1+\varepsilon)e^{-b(1+\varepsilon)^2}.$$

The two terms exchange under $\varepsilon\to-\varepsilon$ and $P$ is even, so their averages are equal. The sum is $4b\langle(1-\varepsilon)e^{-b(1-\varepsilon)^2}\rangle$. Completing the square,

$$a\varepsilon^2+b(1-\varepsilon)^2=(a+b)(\varepsilon-\varepsilon^*)^2+\frac{ab}{a+b}.$$

The Gaussian integral contributes $\sqrt{\pi/(a+b)}$, and the mean of $1-\varepsilon$ is $1-\varepsilon^*=a/(a+b)$. Therefore

$$\left\langle(1-\varepsilon)e^{-b(1-\varepsilon)^2}\right\rangle=\left(\frac{a}{a+b}\right)^{3/2}e^{-ab/(a+b)}.$$

Here $a/(a+b)=T_0/(T+T_0)$. The remaining factors combine as $(e/4V_0)(4b)(\pi kT)=e\pi bkT/V_0=e\pi s$, so

$$G=\frac{2e^2}{h}\,\frac{\pi T/T_c}{\sin(\pi T/T_c)}\left(\frac{T_0}{T+T_0}\right)^{3/2}\exp\left[-\frac{T_1}{T+T_0}\right]. \tag{6}$$

At $T\to0$ this reduces to $(2e^2/h)e^{-b}$, the conductance of a static barrier.

As long as the transmission is taken as $e^{-S}$, other transverse channels do not change the temperature dependence, provided that transverse momentum is conserved and the mass is the same throughout. A channel with transverse energy $E_t$ has $E$ replaced by $E-E_t$ in (2). This multiplies its current by $e^{-E_t/kT_c}$, which contains neither $T$ nor $\varepsilon$.

Equation (6) uses $e^{-S}$ at all energies, even above the barrier top, where it exceeds one. The excess matters as $T$ approaches $T_c$: the energy integral then converges slowly and the sine tends to zero. The resulting divergence belongs to the approximation, not to the junction.

## A junction between indium tin oxide grains

Take $V_0=0.10$ eV, $w=5$ nm, $A=20$ nm², $\kappa=9$ and a mass of 0.30 electron masses. Then $C=0.319$ aF and $\chi=0.887$ nm⁻¹, so

$$b=\frac{\pi}{2}(0.887)(5)=6.97.$$

With the charging energy $E_c=e^2/(2C)=0.251$ eV, the definition of $T_1$ can be written as

$$kT_1=\frac{4V_0^2}{E_c}=\frac{4(0.10)^2}{0.251}\ \text{eV}=0.159\ \text{eV}.$$

This gives $T_1=1847$ K, $T_0=1847/6.97=265$ K and $T_c=167$ K. Since $T_0$ exceeds $T_c$, this junction never reaches the regime $\exp(-T_1/T)$: it changes to activation with $E_a=0.061$ eV first.

At 100 K the exponent is $1847/365=5.06$, a reduction of 1.91 from $b$. The favoured voltage is $\varepsilon^*=100/365=0.274$, or 110 mV, compared with a root-mean-square voltage of 66 mV. The exponent is thus least at about 1.7 standard deviations. The factor $1-\varepsilon$ in the averaged slope moves the largest contribution to a somewhat smaller voltage.

Direct integration over energy and voltage with the same $e^{-S}$ agreed with (6) within 0.2% at 10, 25, 50, 75 and 100 K. Replacing $e^{-S}$ by the uniform transmission shows where (6) fails. At 50 K the uniform result is 2% below the closed form; at 100 K it is 18% below. At 150 K the closed form is four times too large.

The bare exponential $e^{-T_1/(T+T_0)}$ stays within about 20% of the uniform conductance of a single channel, in units of $2e^2/h$, at all six temperatures in the numerical output. At 100 K the two agree to better than 1%. This is a cancellation: the sine factor in (6) is 1.98, the power factor is 0.62, and saturation of the transmission contributes 0.82. Their product is close to one for these parameters, which gives no reason to expect the same elsewhere. It also relies on the smooth barrier: with abrupt edges at the gap, the averaged conductance is 0.38 to 0.62 of the bare exponential over the same temperatures, and it rises by a factor of 4.1 rather than 5.5 between 10 and 100 K.

## What each derivation assumes

Both derivations assume a classical, static voltage that the electron does not disturb. They differ in what they need beyond that.

The first needs only a large exponent. It says nothing about the prefactor, but it applies on both sides of $T_c$ and can be used for any barrier shape. The second needs the special form of (2), with $S$ linear in energy and quadratic in voltage, and it needs $T$ sufficiently below $T_c$. In return it gives the absolute conductance per channel.

### The barrier shape

Because the first method accepts other barriers, it shows how far the law depends on the parabola. Take a rectangular barrier of height $V_0$, tilted to $V_0(1-vu)$ with $v=eV/V_0$, and consider tunnelling at the Fermi level. For $v>1$ the electron leaves the barrier at $u=1/v$, and

$$S=2\chi w\int_0^{1/v}\sqrt{1-vu}\,du=\frac{4\chi w}{3v}.$$

Since $\varepsilon=v/4$, the fluctuation costs $\alpha v^2$ with $\alpha=T_1/(16T)$. Write $S=\beta/v$. The minimum of $\alpha v^2+\beta/v$ lies at $v^3=\beta/(2\alpha)$, where $\beta/v=2\alpha v^2$. The exponent is

$$3\alpha v^2=3\alpha^{1/3}(\beta/2)^{2/3}\propto T^{-1/3}.$$

With the example's height and gap, the optimum $v$ rises from 1.15 at 60 K to 1.32 at 90 K, so this regime applies. The numerical logarithmic slope of the exponent over that interval is $-0.333$, against $-0.218$ for the parabola. The form (1) is therefore not common to all barrier shapes.

### The charge of the electron

Now drop the assumption that $V$ is unaffected, and take the opposite limit: the junction is not recharged during the crossing. Moving one electron changes the capacitor charge from $Q$ to $Q-e$ and releases

$$\frac{Q^2}{2C}-\frac{(Q-e)^2}{2C}=eV-E_c .$$

Let the barrier be tilted by the average of the voltages before and after the crossing, $V-e/(2C)$. The effective reduced voltage is then $\varepsilon'=\varepsilon-\delta$, with $\delta=E_c/(4V_0)=V_0/(kT_1)$.

For $\varepsilon'\ge0$ and $E=0$ the exponent is $a(\varepsilon'+\delta)^2+b(1-\varepsilon')^2$. Its slope at $\varepsilon'=0$ is $2(a\delta-b)=2[V_0/(kT)-b]$, which is positive below $T_c$. The function is convex, so a larger $\varepsilon'$ makes matters worse.

For $\varepsilon'=-\eta<0$ the states of the right grain are filled up to $4V_0\eta$, apart from thermal vacancies. For $0\le E\le4V_0\eta$, an occupied state on the left costs $E/(kT)$ and an empty one on the right costs $(4V_0\eta-E)/(kT)$. The sum does not depend on $E$, while $S$ falls as $E$ rises. Above $4V_0\eta$ the exponent rises with $E$, because $T<T_c$. The best energy is therefore $E=4V_0\eta$, where the exponent is

$$a(\delta-\eta)^2+\frac{4V_0\eta}{kT}+b(1-\eta)^2,$$

where $(1+\eta)^2-4\eta=(1-\eta)^2$ was used. Its slope in $\eta$ is $2[V_0/(kT)-b]+2(a+b)\eta$, again positive. The minimum is therefore at $\varepsilon'=0$:

$$\Phi^*=b+a\delta^2=b+\frac{V_0^2}{kT\,kT_1}=b+\frac{E_c}{4kT}. \tag{7}$$

The whole gain from fluctuations has vanished, and a charging cost has appeared. At 100 K the example has $E_c/(kT)=29.2$, so the exponent is $6.97+7.29=14.3$ instead of 5.06.

### When the assumptions agree

The voltage noise comes from the resistance $R$ through which the junction recharges. It is classical if $RC\gg\hbar/(kT)$. It is then also static below $T_c$. The top of the barrier is an inverted oscillator of frequency $\Omega=\sqrt{8V_0/(mw^2)}$, for which $2\pi V_0/(\hbar\Omega)=\pi\chi w/2=b$. The crossing time scale is thus $1/\Omega=\hbar/(2\pi kT_c)$, shorter than $\hbar/(kT)$.

On the other hand, the electron's charge must be compensated before its charging energy is resolved. By the energy–time estimate this takes $RC\ll h/E_c$, or, up to a factor of order one, $R\ll h/e^2$. The two demands on $R$ require

$$\frac{\hbar}{kTC}\ll\frac{h}{e^2}\quad\Rightarrow\quad E_c\ll\pi kT .$$

This has a direct consequence for the size of the effect. From $T_1=bT_0$,

$$b-\frac{T_1}{T+T_0}=\frac{bT}{T+T_0}\le\frac{b^2T}{T_1}=\left(\frac{T}{T_c}\right)^2\frac{E_c}{4kT}, \tag{8}$$

where the last step uses $b=V_0/(kT_c)$ and $kT_1=4V_0^2/E_c$. When $E_c\ll\pi kT$, the right side is far below $(\pi/4)(T/T_c)^2$. Within this estimate of consistency, voltage fluctuations can alter the exponent below $T_c$ by only a fraction of one.

For the example at 100 K that ceiling is 0.28, while the formula gives a reduction of 1.91. The junction obeys the mathematics of the model but lies outside its consistent range.

## Reading the law for a real film

The example's inputs are rough values for granular indium tin oxide. The barrier shape is not that of a depletion layer in this material: at $5\times10^{20}$ cm⁻³ and $\kappa=9$ such a layer has a curvature of about 1.0 eV/nm², against 0.032 eV/nm² here, and a peak 0.10 eV above the Fermi level would be only about 0.2 nm wide at that level. The mass that governs decay in the barrier need not equal the conduction mass; 0.18 or 0.40 electron masses give an exponent of 4.18 or 5.61 at 100 K. Hard-wall confinement to a square face of 20 nm² would put the lowest transverse energy at 0.125 eV, above $V_0$, so the channel with $E_t=0$ is an idealization. The 5 nm gap is wide for a grain-boundary layer and was chosen to make the temperature dependence visible. It also exceeds the width of the junction face, about 4.5 nm, so the parallel-plate formula underestimates the capacitance. Two thin discs of this area and spacing, in a uniform medium of the same permittivity, have about 3.5 times the capacitance used here, which would raise the exponent at 100 K from 5.06 to about 6.3. The example's numbers illustrate the formula and do not predict the behaviour of a real junction of this size. A carrier density of $5\times10^{20}$ cm⁻³ gives a Fermi energy of 0.77 eV, 89 times $kT$ at 100 K, so treating the grains as degenerate is sound. The favoured field is 0.22 MV/cm, well below the rough breakdown scale of a few MV/cm for good insulating oxides. With the other inputs fixed, changing the gap to 4.5 or 5.5 nm moves the exponent at 100 K to 4.80 or 5.26, a factor of 1.6 in the exponential between them.

The weakest assumption is the noise itself. A grain column 20 nm long with the junction's area and a rough resistivity of $5\times10^{-4}$ Ω cm has $R=5$ kΩ. Classical noise at 100 K would need much more than $\hbar/(kTC)=240$ kΩ, which already exceeds $h/e^2=25.8$ kΩ. With the quantum form of the resistor's thermal noise, the thermal part of the variance is

$$\langle V^2\rangle_{\rm th}=\frac{2R}{\pi}\int_0^\infty\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}\,\frac{d\omega}{1+(\omega RC)^2},$$

which is 2.2% of $kT/C$ here. Zero-point noise is left out. It is not small: its part at frequencies below $\Omega$ is about 0.36 of $kT/C$ at 100 K. It does not depend on temperature, however. In the static formula it would lower the exponent by a constant of about 0.8, to which the thermal part adds only about 0.04. The estimate that follows keeps the thermal part alone. If this reduced variance is put into the static formula, $a$ rises from $1847/100=18.5$ to about 850. The reduction $b-ab/(a+b)=b^2/(a+b)$ falls from 1.91 to about 0.06. This is an estimate, but it shows that ordinary thermal noise in such grains would hardly produce the example's temperature dependence.

A measured conductivity that fits $\exp[-T_1/(T+T_0)]$ is therefore not sufficient evidence for this mechanism. Before $T_1$ and $T_0$ are converted into an area and a gap, the inferred junction should be checked for $T<T_c$, for $E_c\ll\pi kT$, for a series resistance that permits classical noise, and for a face wide enough compared with the gap to justify the parallel-plate capacitance.

## Calculated quantities

```
barrier height V0 = 0.10 eV, gap w = 5.0 nm
area A = 20 nm^2, relative permittivity = 9
carrier mass = 0.30 electron masses
carrier density = 5.0e+20 cm^-3
capacitance C = 0.3188 aF
decay constant chi = 0.8874 nm^-1
zero-voltage action b = 6.969
T1 = 1847.0 K, k T1 = 0.1592 eV
T0 = 265.0 K
crossover Tc = 166.5 K, T0/Tc = 1.592
activation energy above Tc, Ea = 0.0614 eV
conductance per channel, in units of 2e^2/h:
T (K) | exponent | exp(-exponent) | closed form | uniform
  10 | 6.716 | 1.212e-03 | 1.153e-03 | 1.151e-03
  25 | 6.369 | 1.715e-03 | 1.555e-03 | 1.548e-03
  50 | 5.863 | 2.842e-03 | 2.556e-03 | 2.510e-03
  75 | 5.432 | 4.374e-03 | 4.311e-03 | 4.042e-03
 100 | 5.060 | 6.346e-03 | 7.793e-03 | 6.368e-03
 150 | 4.450 | 1.167e-02 | 5.501e-02 | 1.376e-02
zero-temperature value exp(-b) = 9.403e-04
largest log error of uniform transmission = 0.013
at 100 K:
thermal energy kT = 8.617 meV
classical rms voltage = 65.8 mV
optimum eps = 0.2740, voltage = 109.6 mV
optimum field = 0.219 MV/cm
exponent reduction b - T1/(T+T0) = 1.909
uniform / closed conductance = 0.817
charging energy Ec = 0.2513 eV, Ec/kT = 29.16
exponent without recharging = 14.260
reduction bound at Ec = pi kT: 0.283
grain resistivity = 5.0e-04 ohm cm
grain column length = 20 nm
series resistance = 5.00 kohm
resistance hbar/(kTC) = 239.6 kohm
resistance h/e^2 = 25.81 kohm
thermal variance / (kT/C) = 0.0218
exponent for gap 4.5 nm = 4.804
exponent for gap 5.5 nm = 5.263
Fermi energy = 0.766 eV, EF/kT = 88.9
rectangular barrier, 60 to 90 K:
optimum eV/V0 = 1.154 to 1.321
log slope of exponent = -0.3333
same slope for the parabola = -0.2177
largest reduction / bound in scan = 0.9994
```
